# The leading finite-size energy error of a charged defect supercell

A charged oxygen vacancy or trapped carrier in a gate oxide can be modelled in a periodic supercell. The defect then interacts with its own images, and a uniform background is added to make the cell neutral. This problem finds how the resulting energy differs from that of a single defect in an infinite host.

**Setting.** A localized charge density \(\rho_d(\mathbf r)\), with total charge \(q\), sits in a linear, isotropic and uniform dielectric of relative permittivity \(\varepsilon_r\). The cell is a simple cube of edge \(L\) and volume \(V=L^3\), and the background density is \(-q/V\). The density \(\rho_d\) is the charge placed in the medium; it excludes the polarization charge and is taken not to change with \(L\). The defect also has short-range chemical energy, which for a well-localized defect is independent of \(L\) and cancels from the difference sought. Write \(\varepsilon=\varepsilon_0\varepsilon_r\).

## (a) What does it cost to place charge in the medium?

**Question.** Let \(\rho\) be the total placed charge, defect plus background. Find its electrostatic energy per cell when the polarization \(\mathbf P\) is free to relax.

**Solution.** Define \(\rho_{\mathbf K}=\int_V\rho\,e^{-i\mathbf K\cdot\mathbf r}d^3r\), so that \(\rho(\mathbf r)=V^{-1}\sum_{\mathbf K}\rho_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}\), and likewise for \(\mathbf P\). The bound charge \(-\nabla\cdot\mathbf P\) has components \(b_{\mathbf K}=-i\mathbf K\cdot\mathbf P_{\mathbf K}\). The energy has two parts: the Coulomb energy of all charge, and the cost \(P^2/(2\varepsilon_0\chi)\) per volume of polarizing a medium of susceptibility \(\chi\):

\[
F=\frac1V\sum_{\mathbf K\ne0}\left[\frac{|\rho_{\mathbf K}+b_{\mathbf K}|^2}{2\varepsilon_0K^2}+\frac{|\mathbf P_{\mathbf K}|^2}{2\varepsilon_0\chi}\right].
\]

The component \(\mathbf K=0\) is omitted. Neutrality makes \(\rho_{\mathbf 0}=0\), but if the cell carries a dipole, \(|\rho_{\mathbf K}|^2/K^2\) tends to a direction-dependent limit as \(K\to0\). The omission is therefore also a choice of boundary condition: the field averaged over the cell is zero. A uniform polarization would then only add cost. Polarization transverse to \(\mathbf K\) creates no bound charge, so it also vanishes at the minimum. For the longitudinal part, \(|\mathbf P_{\mathbf K}|^2=|b_{\mathbf K}|^2/K^2\), and each bracket becomes

\[
\frac{1}{2\varepsilon_0K^2}\left[|\rho_{\mathbf K}+b_{\mathbf K}|^2+\frac{|b_{\mathbf K}|^2}{\chi}\right].
\]

Setting its variation with respect to \(b_{\mathbf K}^*\) to zero gives \(\rho_{\mathbf K}+b_{\mathbf K}+b_{\mathbf K}/\chi=0\). Hence

\[
b_{\mathbf K}=-\frac{\chi}{1+\chi}\rho_{\mathbf K},\qquad
\rho_{\mathbf K}+b_{\mathbf K}=\frac{\rho_{\mathbf K}}{1+\chi}.
\]

Inserting these, the square bracket equals

\[
|\rho_{\mathbf K}|^2\left[\frac1{(1+\chi)^2}+\frac{\chi}{(1+\chi)^2}\right]=\frac{|\rho_{\mathbf K}|^2}{1+\chi}.
\]

With \(\varepsilon_r=1+\chi\), the relaxed energy is

\[
E=\frac1{2V}\sum_{\mathbf K\ne0}\frac{|\rho_{\mathbf K}|^2}{\varepsilon K^2}
=\frac12\int_V\rho\,\phi\,d^3r,\qquad -\varepsilon\nabla^2\phi=\rho .
\]

The first fraction in the sum is the Coulomb energy of the screened charge and scales as \(1/\varepsilon_r^2\). The second is the energy stored in the polarization. Together they give \(1/\varepsilon_r\), so inserting the screened charge \(q/\varepsilon_r\) twice into a vacuum formula would omit the second part.

## (b) What does the background do?

**Question.** Express the difference between the periodic and isolated energies through \(\rho_d\) alone.

**Solution.** The placed charge is \(\rho=\rho_d-q/V\), whose integral over the cell is zero. Adding a constant \(c\) to \(\phi\) changes the energy by \((c/2)\int_V\rho\,d^3r=0\). We may therefore choose \(\int_V\phi\,d^3r=0\). The explicit background term \(-(q/2V)\int_V\phi\,d^3r\) then vanishes, leaving

\[
E_{\rm per}=\frac12\int_V\rho_d\,\phi_{\rm per}\,d^3r .
\]

The background still acts, because it is a source of \(\phi_{\rm per}\). Let \(G_{\rm per}\) be the potential of unit point charges on all lattice sites \(\mathbf R\), with their background:

\[
-\varepsilon\nabla^2G_{\rm per}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V,\qquad \int_VG_{\rm per}\,d^3r=0 .
\]

Superposition gives \(\phi_{\rm per}(\mathbf r)=\int\rho_d(\mathbf r')G_{\rm per}(\mathbf r-\mathbf r')d^3r'\). For the isolated defect the corresponding function is \(1/(4\pi\varepsilon r)\). Define

\[
w(\mathbf r)=G_{\rm per}(\mathbf r)-\frac1{4\pi\varepsilon r}.
\]

Subtracting the two energies gives

\[
E_{\rm per}-E_{\rm iso}=\frac12\iint\rho_d(\mathbf r)\rho_d(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]

All finite-size effects of this model are contained in \(w\), the potential of the images and the background.

## (c) How does this potential behave near the defect?

**Question.** Expand \(w\) for \(r\ll L\) and find how each coefficient depends on \(L\).

**Solution.** The point charge at the origin cancels between the two functions, so for \(r<L\)

\[
-\varepsilon\nabla^2w=-\frac1{L^3},\qquad \nabla^2w=\frac1{\varepsilon L^3}.
\]

Thus \(w\) is smooth there and has a Taylor series. Inversion symmetry removes odd powers. In the quadratic term \(\frac12\sum_{ij}H_{ij}r_ir_j\), reflection \(x\to-x\) forces \(H_{xy}=H_{xz}=0\), and the other reflections remove \(H_{yz}\). Exchange of axes makes the diagonal elements equal. Their sum is \(\nabla^2w=1/(\varepsilon L^3)\), so each is \(1/(3\varepsilon L^3)\).

To find the constant, write \(\mathbf r=L\mathbf s\). Since \(\nabla_r^2=L^{-2}\nabla_s^2\) and \(\delta(\mathbf r)=L^{-3}\delta(\mathbf s)\), the equation for \(G_{\rm per}\) is satisfied by \((\varepsilon L)^{-1}\) times a function of \(\mathbf s\) alone. The zero-mean condition is unchanged by this scaling. Consequently \(w\) has the same form. Its constant varies as \(1/L\), and its fourth-order coefficients vary as \(1/L^5\). Defining a pure number \(\alpha\) by the constant,

\[
w(\mathbf r)=-\frac{\alpha}{4\pi\varepsilon L}+\frac{r^2}{6\varepsilon L^3}+O\!\left(\frac{r^4}{\varepsilon L^5}\right).
\]

## (d) What is the energy error?

**Question.** Find the leading error and the next term, and examine the case \(q=0\).

**Solution.** The constant part of \(w\) multiplies \(\iint\rho_d\rho_d'=q^2\). With the factor \(1/2\) from part (b), it contributes \(-\alpha q^2/(8\pi\varepsilon L)\).

For the quadratic part, define \(\mathbf p=\int\rho_d\mathbf r\,d^3r\) and \(Q=\int\rho_dr^2d^3r\). Then

\[
\begin{aligned}
\iint\rho_d\rho_d'|\mathbf r-\mathbf r'|^2
&=\iint\rho_d\rho_d'(r^2+r'^2-2\mathbf r\cdot\mathbf r')\\
&=qQ+qQ-2p^2 .
\end{aligned}
\]

Multiplication by \(\frac12\cdot\frac1{6\varepsilon L^3}\) gives

\[
\boxed{E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon_rL}
+\frac{qQ-p^2}{6\varepsilon_0\varepsilon_rL^3}+O(L^{-5})}
\]

The first term is the leading Makov–Payne error. Part (e) shows that \(\alpha>0\), so the supercell energy is too low at this order. The correction to be added is \(+\alpha q^2/(8\pi\varepsilon_0\varepsilon_rL)\), for either sign of \(q\).

The second term does not depend on the origin. If all positions are shifted by \(\mathbf a\), then \(\mathbf p\to\mathbf p+q\mathbf a\) and \(Q\to Q+2\mathbf a\cdot\mathbf p+qa^2\). Both \(qQ\) and \(p^2\) increase by \(2q\,\mathbf a\cdot\mathbf p+q^2a^2\), and their difference is unchanged.

For a neutral defect the \(1/L\) term vanishes and \(-p^2/(6\varepsilon L^3)\) remains. This value belongs to the boundary condition of part (a), zero average field. A direct sum of dipole–image interactions depends on the shape of the region summed: on the cubic lattice it vanishes for a sphere or a cube, and it equals \(-p^2/(6\varepsilon L^3)\) for a long needle parallel to \(\mathbf p\). The slow \(1/L\) error is therefore due to net charge.

The \(L^{-3}\) coefficient holds for a rigid charge in a uniform medium. In a crystal, the microscopic response can alter it. A numerical test with two unequal Gaussian charges, which have both net charge and a dipole, gave a remainder falling as \(L^{-5.009}\) when \(L\) was doubled, in agreement with the expected fifth power.

## (e) What is the constant \(\alpha\)?

**Question.** Turn the definition of \(\alpha\) into rapidly convergent sums, and check the role of the zero-mean condition.

**Solution.** Set \(L=1\) and measure potential so that a unit point charge gives \(1/r\). This multiplies the potential by \(4\pi\varepsilon L\), and \(-\alpha\) becomes the potential at one charge due to everything except itself.

Add and subtract at each site a Gaussian of unit charge, \((\eta/\sqrt\pi)^3e^{-\eta^2r^2}\). Its potential is \(\operatorname{erf}(\eta r)/r\). A point charge minus this Gaussian therefore has the short-ranged potential \(\operatorname{erfc}(\eta r)/r\). There are four contributions at the origin.

1. The point-minus-Gaussian units at other sites \(\mathbf n\) give \(\sum_{\mathbf n\ne0}\operatorname{erfc}(\eta n)/n\).
2. At the origin itself, removing the point potential leaves \(\operatorname{erfc}(\eta r)/r-1/r=-\operatorname{erf}(\eta r)/r\), which tends to \(-2\eta/\sqrt\pi\).
3. The Gaussians and the background have the Fourier sum \(\sum_{\mathbf k\ne0}(4\pi/k^2)e^{-k^2/4\eta^2}\), with \(\mathbf k=2\pi\mathbf m\) and integer \(\mathbf m\). Its spatial mean is zero.
4. The short-ranged units have a nonzero mean, which must be subtracted. With \(x=\eta r\), it is

\[
4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=\frac{4\pi}{\eta^2}\int_0^\infty x\operatorname{erfc}(x)\,dx
=\frac{4\pi}{\eta^2}\cdot\frac14=\frac{\pi}{\eta^2}.
\]

The last integral follows by parts: it equals \(\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=1/4\). Altogether,

\[
-\alpha=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}n
+\sum_{\mathbf k\ne0}\frac{4\pi}{k^2}e^{-k^2/4\eta^2}
-\frac{2\eta}{\sqrt\pi}-\frac\pi{\eta^2}.
\]

The parameter \(\eta\) only divides the work between the sums. For \(\eta=\sqrt\pi\) the last two terms equal \(-3\), while both sums are positive, so \(\alpha<3\). Evaluation gives \(\alpha=2.837297\).

A direct sum provides an independent check. Surround each charge by its own cube of background and sum these neutral cubes outward. The potential at the central charge, excluding its own \(1/r\), comes out as \(-2.3137\). This differs from \(-\alpha\) because the potential built in this way does not have zero mean.

The mean follows from the small-\(k\) form of one cube's density. Its charge and dipole vanish, and cubic symmetry makes its second moment isotropic, so

\[
\rho_{\mathbf k}\simeq-\frac12\int\rho(\mathbf k\cdot\mathbf r)^2d^3r=-\frac{k^2}{6}\int\rho r^2d^3r .
\]

The integrated potential is the limit of \(4\pi\rho_{\mathbf k}/k^2\), namely \(-(2\pi/3)\int\rho r^2d^3r\). The point charge contributes nothing to this moment. The background contributes \(-3\int_{-1/2}^{1/2}x^2dx=-1/4\). The mean is therefore \(\pi/6=0.523599\), and

\[
\alpha\approx0.5236+2.3137=2.8373,
\]

in agreement with the first method. Had the cube-sum potential been used in the energy, the explicit background term would have supplied the same shift.

## (f) Does the factor \(1/\varepsilon_r\) survive in an atomistic medium?

**Question.** Devise a test in which \(\varepsilon_r\) is not inserted into the supercell energy.

**Solution.** Place a charge at the centre of a cube formed by polarizable sites on a simple cubic lattice of spacing \(a\). Each site has polarizability \(a_p\), defined by dipole equals \(a_p\) times local field. Relax all induced dipoles in supercells of several sizes, and extract the coefficient of \(1/L\) from the energies.

The permittivity is obtained separately. In a uniformly polarized cubic lattice, the local field is \(E+P/(3\varepsilon_0)\). With \(n=1/a^3\) sites per volume and \(P=\varepsilon_0(\varepsilon_r-1)E\),

\[
\varepsilon_0(\varepsilon_r-1)E=na_p\left(1+\frac{\varepsilon_r-1}{3}\right)E,
\qquad \frac{na_p}{\varepsilon_0}=\frac{3(\varepsilon_r-1)}{\varepsilon_r+2},
\]

which is the Clausius–Mossotti relation. The slopes below are in units of \(q^2/\varepsilon_0\), with \(L\) in units of \(a\).

| \(\varepsilon_r\) | Supercells | \(-\alpha/(8\pi\varepsilon_r)\) | With \(1/\varepsilon_r^2\) |
|---|---:|---:|---:|
| 2 | −0.05646 | −0.05645 | −0.02822 |
| 4 | −0.02846 | −0.02822 | −0.00706 |

The slopes agree with the derived formula within the one per cent allowed by the test, and they exclude \(1/\varepsilon_r^2\). For \(\varepsilon_r=4\) the difference is about 0.9% of the formula value. The slopes came from four cell sizes and an expansion stopped at \(L^{-5}\), so they are estimates of the large-cell coefficient.

The appropriate \(\varepsilon_r\) depends on what can respond in the calculation. With ions held fixed it is the electronic permittivity; with ions relaxed it is the static permittivity, including the ionic response.

## (g) How large is the error?

**Question.** Evaluate it for model parameters \(q=+2e\) and \(\varepsilon_r=20\), with a Gaussian defect density proportional to \(e^{-r^2/2\sigma^2}\), \(\sigma=0.10\) nm. Compare a direct correction with an extrapolation from two cells.

**Solution.** With \(e^2/(8\pi\varepsilon_0)=0.719982\) eV nm, the leading error has magnitude

\[
\frac{2.837297\times2^2\times0.719982}{20}\,\frac{\text{eV nm}}L
=\frac{0.4086\ \text{eV nm}}L .
\]

At \(L=1\) nm the correction is \(0.4086\) eV, or \(6.546\times10^{-20}\) J.

For the next term, the Gaussian has \(\mathbf p=0\). Each Cartesian coordinate has variance \(\sigma^2\), so \(Q=3q\sigma^2\), and the term is \(q^2\sigma^2/(2\varepsilon L^3)\).

The isolated energy follows from \(\rho_{\mathbf K}=qe^{-K^2\sigma^2/2}\), replacing the sum in part (a) by an integral:

\[
E_{\rm iso}=\frac{q^2}{2\varepsilon}\frac{4\pi}{(2\pi)^3}\int_0^\infty e^{-K^2\sigma^2}dK
=\frac{q^2}{8\pi^{3/2}\varepsilon\sigma}=0.8124\ \text{eV}.
\]

This is the electrostatic energy of the model charge, not a defect formation energy. The periodic results, in eV, are:

| \(L\) (nm) | \(E_{\rm per}\) | \(E_{\rm per}-E_{\rm iso}\) | Leading | \(L^{-3}\) term |
|---|---:|---:|---:|---:|
| 1 | 0.4219 | −0.3905 | −0.4086 | 0.0181 |
| 2 | 0.6104 | −0.2020 | −0.2043 | 0.0023 |
| 4 | 0.7106 | −0.1019 | −0.1021 | 0.0003 |

At 1 nm the uncorrected error is 48% of the isolated energy. Adding the leading correction leaves an error of \(+0.018\) eV, which is the \(L^{-3}\) term. Without correction, reducing the leading error to 0.05 eV would require

\[
L=\frac{0.4086}{0.05}\ \text{nm}\approx8.17\ \text{nm},
\]

about 546 times the volume of the 1 nm cell.

An alternative is to eliminate the \(1/L\) term between cells of edge \(L\) and \(2L\), using \(2E_{\rm per}(2L)-E_{\rm per}(L)\). For 1 and 2 nm this gives

\[
2(0.610395)-0.421947=0.7988\ \text{eV},
\]

about \(0.014\) eV below the isolated value. The deficit follows from the next term: its factor is \(2/2^3-1=-3/4\), and \(-\frac34(0.0181)=-0.0136\) eV. Directly correcting the 2 nm result leaves only \(0.0023\) eV here, but requires \(\varepsilon_r\); the extrapolation does not.

If only an electronic response with \(\varepsilon_r=5\) were available, the correction at 1 nm would be four times larger, 1.634 eV.

The error also moves charge-transition levels. Let \(E_2\) and \(E_0\) be the formation energies of the \(+2\) and neutral states at zero Fermi energy \(E_F\). The states cross when \(E_2+2E_F=E_0\), or \(E_F=(E_0-E_2)/2\). Raising \(E_2\) by 0.409 eV therefore lowers the level by 0.204 eV in the 1 nm cell.

## (h) When may the correction be used?

**Question.** Identify which assumptions matter for a defect in a gate stack.

**Solution.** The charge must be localized well inside the cell. If it spreads into a band state, \(\rho_d\) changes with \(L\), and the expansion with fixed \(q\), \(\mathbf p\) and \(Q\) loses its basis. The cell must also be large enough for the medium between images to respond macroscopically.

The value of \(\alpha\) belongs to a simple cubic array in an isotropic medium. Another cell shape changes the lattice sum, and an anisotropic permittivity changes the Poisson equation itself.

A slab containing oxide, semiconductor and vacuum violates the assumption of one uniform \(\varepsilon_r\). Its interfaces carry polarization charge, and the neutralising background also fills the vacuum. The result applies to a bulk model of the oxide; a full stack requires the Poisson equation with its actual dielectric profile.

Finally, a formation energy needs the host band edge and the defect cell on a common potential scale. The \(1/L\) correction does not supply this alignment, but the alignment is not independent of the \(L^{-3}\) term. For a spherical \(\rho_d\), the potential minus that of a point charge \(q\) is short-ranged, with integral \(-Q/(6\varepsilon)\) by the argument of part (e). The zero-mean condition then shifts it by \(+Q/(6\varepsilon L^3)\) far from the defect, and \(q\) times this shift is the \(qQ\) term of part (d). Aligning against a point-charge model and also subtracting that term would count it twice. Elastic interaction between images and dispersion of the defect level are separate finite-size effects, which the electrostatic correction does not remove.

## Computed values

```
alpha, Ewald sum = 2.83729748 (dimensionless)
alpha, direct neutral-cube sum = 2.837301 (dimensionless)
neutral-cube potential before shift = -2.313703 (units q/(4 pi eps0 L))
mean potential of neutral cubes = 0.523599 (same units)
remainder order for dipolar pair: L^-5.009
dipole lattice: 1/L slopes in units q^2/eps0
  eps_r = 2.0: supercells -0.056461, formula -0.056446, 1/eps_r^2 guess -0.028223
  eps_r = 4.0: supercells -0.028463, formula -0.028223, 1/eps_r^2 guess -0.007056
charge = +2 e; eps_r = 20.0 (dimensionless)
Gaussian width = 0.10 nm
e^2/(8 pi eps0) = 0.719982 eV nm
isolated energy = 0.812413 eV
leading error magnitude times L = 0.408561 eV nm
L = 1.0 nm: periodic energy = 0.421947 eV
  periodic minus isolated = -0.390466 eV
  leading term = -0.408561 eV; L^-3 term = 0.018095 eV
  error left after leading correction = 0.018095 eV
L = 2.0 nm: periodic energy = 0.610395 eV
  periodic minus isolated = -0.202018 eV
  leading term = -0.204280 eV; L^-3 term = 0.002262 eV
  error left after leading correction = 0.002262 eV
L = 4.0 nm: periodic energy = 0.710556 eV
  periodic minus isolated = -0.101857 eV
  leading term = -0.102140 eV; L^-3 term = 0.000283 eV
  error left after leading correction = 0.000283 eV
leading correction at 1 nm = 0.408561 eV = 6.5459e-20 J
edge for leading error 0.05 eV = 8.171 nm
leading correction at 1 nm, eps_r = 5.0: 1.634243 eV
```
